# Longitudinal piezoelectric coefficient from electrostriction in a monodomain ferroelectric

**Q:** You want a piezoelectric coefficient out of the strain \(Q_{11}P^2\). Piezoelectric strain is linear in the field and changes sign with it. A square does neither. Why start from a square at all?

**A:** Because of the parent phase, the undistorted crystal from which the ferroelectric forms. Take it cubic, with the full cubic symmetry including an inversion centre. Measure the strain \(x\) from this parent lattice at the same temperature. Inversion turns the polarization \(\mathbf P\) into \(-\mathbf P\) but leaves strain unchanged, since reversing both the position and the displacement of every point leaves their ratio alone. The states \(\mathbf P\) and \(-\mathbf P\) must therefore have the same strain, and a term linear in \(\mathbf P\) is forbidden.

At second order, a mirror that reverses \(P_1\) leaves \(x_3\) unchanged, so products such as \(P_1P_3\) drop out. The fourfold axis makes directions 1 and 2 equivalent. For a stress-free crystal this leaves

\[
x_3=Q_{11}P_3^2+Q_{12}(P_1^2+P_2^2).
\]

With one domain polarized along axis 3, \(x_3=Q_{11}P^2\), where \(P=P_3\).

**Q:** That confirms my objection. Where does a linear response come from?

**A:** From the fact that \(P\) is not zero before the field is applied. Let the field change it from \(P_s\) to \(P_s+\delta P\):

\[
x_3=Q_{11}P_s^2+2Q_{11}P_s\,\delta P+Q_{11}(\delta P)^2 .
\]

The first term is the spontaneous strain. The second is linear in the change and reverses with it. The third is negligible for a small field. The spontaneous polarization biases the parabola away from its bottom, and the piezoelectric response is its slope there.

**Q:** Then how does the slope become a coefficient per unit field?

**A:** Define \(d_{33}\) as the change of \(x_3\) per unit field \(E\) along axis 3, at constant stress \(X\) and temperature. The chain rule gives

\[
d_{33}=\left(\frac{\partial x_3}{\partial E}\right)_X
=2Q_{11}P_s\chi_{33},\qquad
\chi_{33}=\left(\frac{\partial P}{\partial E}\right)_X ,
\]

with the derivatives taken at zero field and zero stress. Here \(\chi_{33}\) has the units of a permittivity. Since \(D=\varepsilon_0E+P\), differentiation gives \(\varepsilon_{33}=\varepsilon_0+\chi_{33}\), so

\[
d_{33}=2Q_{11}(\varepsilon_{33}-\varepsilon_0)P_s\simeq 2Q_{11}\varepsilon_{33}P_s .
\]

The last form is too large by the fraction \(\varepsilon_0/\chi_{33}=1/(\varepsilon_r-1)\), where \(\varepsilon_r=\varepsilon_{33}/\varepsilon_0\). The permittivity is the differential one of the polar state, not that of the parent.

**Q:** You treat \(\chi_{33}\) as given. Can a theory of the ferroelectric supply it together with \(P_s\)?

**A:** Yes, in mean-field theory with uniform polarization. For \(\mathbf P\) and stress along axis 3, with tension positive, take the energy density

\[
G=a_1P^2+a_{11}P^4+a_{111}P^6-\tfrac12s_{11}X^2-Q_{11}XP^2 .
\]

Its differential is \(dG=E\,dP-x_3\,dX\), hence

\[
x_3=-\frac{\partial G}{\partial X}=s_{11}X+Q_{11}P^2,
\]
\[
E=\frac{\partial G}{\partial P}=2a_1P+4a_{11}P^3+6a_{111}P^5-2Q_{11}XP .
\]

The coupling term thus produces the electrostrictive strain with the correct sign. At \(E=X=0\), divide the second equation by \(2P\), which is allowed in the polar state, and write \(u=P_s^2\):

\[
a_1+2a_{11}u+3a_{111}u^2=0 .
\]

Below the transition, in the range where \(a_1<0\) and \(a_{111}>0\), the product of the roots is negative. There is one positive root,

\[
P_s^2=\frac{-a_{11}+R}{3a_{111}},\qquad R=\sqrt{a_{11}^2-3a_1a_{111}} .
\]

The slope of \(E(P)\) at this point is

\[
\frac1{\chi_{33}}=2a_1+12a_{11}u+30a_{111}u^2 .
\]

Equilibrium gives \(2a_1=-4a_{11}u-6a_{111}u^2\). Substitution yields

\[
\frac1{\chi_{33}}=8u(a_{11}+3a_{111}u)=8P_s^2R>0,
\]

so the state is stable against changes of \(P\) along its axis.

**Q:** The polarization might turn sideways instead.

**A:** In three dimensions \(G\) also contains \(a_{12}(P_1^2P_2^2+P_2^2P_3^2+P_3^2P_1^2)\). Cubic symmetry also allows mixed sixth-order terms, which this model leaves out. The second derivative with respect to \(P_1\), at \(P_1=P_2=0\), is then

\[
\frac1{\chi_{11}}=2a_1+2a_{12}P_s^2 .
\]

If this is positive, a small axial field leaves \(P_1=P_2=0\), because by symmetry it exerts no sideways force.

**Q:** Put numbers in.

**A:** Take round parameters in the rough regime of tetragonal barium titanate at 298 K: \(a_1=-3\times10^7\) J m/C², \(a_{11}=-6\times10^8\) J m⁵/C⁴, \(a_{12}=7\times10^8\) J m⁵/C⁴, \(a_{111}=8\times10^9\) J m⁹/C⁶ and \(Q_{11}=0.11\) m⁴/C². Then

\[
R=\sqrt{3.6\times10^{17}+7.2\times10^{17}}=1.039\times10^9,
\]
\[
P_s^2=\frac{(0.6+1.039)\times10^9}{2.4\times10^{10}}=0.0683
\]

in SI units. Hence \(P_s=0.2613\) C/m², or 26 µC/cm², and the spontaneous strain is \(0.11\times0.0683=0.75\,\%\). The susceptibility is \(\chi_{33}=1/(8P_s^2R)=1.76\times10^{-9}\) F/m, so \(\varepsilon_r\) is about 200. The coefficient follows:

\[
d_{33}=2(0.11)(0.2613)(1.76\times10^{-9})
=1.01\times10^{-10}\ \text{m/V},
\]

which is 101 pm/V. Using \(\varepsilon_{33}\) in place of \(\chi_{33}\) raises it by 0.5 %. As a test, the equilibrium of all three polarization components was solved numerically for a small field on either side of zero. The difference in strain gave 101.25 pm/V, and the formula gives the same value.

**Q:** Some instruments press on the sample and collect charge. Is that the same coefficient?

**A:** Yes, if the collected charge is divided by the electrode area before loading. Hold \(E=0\) and change the stress. Differentiating the equation for \(E(P,X)\) gives

\[
0=\frac1{\chi_{33}}\,dP-2Q_{11}P_s\,dX
\quad\Rightarrow\quad
\left(\frac{\partial P}{\partial X}\right)_E=2Q_{11}P_s\chi_{33}.
\]

With \(Q_{11}>0\), tension along the axis increases \(P\). The agreement is thermodynamic: \(\Phi=G-EP\) has \(d\Phi=-x_3\,dX-P\,dE\), and equality of its mixed second derivatives gives \((\partial x_3/\partial E)_X=(\partial P/\partial X)_E\). The units agree too, since 1 V C = 1 N m makes 1 m/V equal to 1 C/N. The numerical solution with a small stress gives 101.25 pC/N.

**Q:** How much depends on the inversion centre of the parent?

**A:** It is enough to forbid a linear term, but in a cubic crystal with axis 3 along a cube edge it is not the only obstacle: a half-turn about axis 1 also reverses \(P_3\) and leaves \(x_3\) unchanged. A term in \(x_3\) linear in \(P_3\) needs a parent in which no operation reverses axis 3: one of lower symmetry, or a cubic one of the zinc-blende type with axis 3 taken along a body diagonal. Suppose such a parent has \(x_3=bP+Q_{11}P^2\). Differentiation gives

\[
d_{33}=(b+2Q_{11}P_s)\chi_{33}.
\]

For a trial value \(b=0.01\) m²/C, with \(P_s\) and \(\chi_{33}\) kept at the values above, the extra term is \(0.01\times1.76\times10^{-9}\) m/V, or 17.6 pm/V. The total becomes 119 pm/V, as the numerical equilibrium confirms. The spontaneous strain alone would not reveal how it divides between the two terms.

**Q:** By your argument the centrosymmetric parent, with \(P=0\), should have no piezoelectric response.

**A:** It has none at zero field. A bias field restores one by creating \(P\). Let \(a_1\) rise by \(4\times10^5\) J m/(C² K). At the transition the polar and parent states have equal energy, so \(a_1+a_{11}u+a_{111}u^2=0\) holds together with the equilibrium condition. Subtracting gives \(u=-a_{11}/(2a_{111})\), and then

\[
a_1=\frac{a_{11}^2}{4a_{111}}=1.125\times10^7,
\]
\[
T_c=298+\frac{4.125\times10^7}{4\times10^5}=401\ \text{K}.
\]

Twenty kelvin higher, a bias of 0.01 MV/cm induces 2.7 µC/cm². The local slope of strain against field is 180 pm/V, larger than at 298 K although \(P\) is about a tenth as large. The same formula \(2Q_{11}P\chi(P)\) explains it: here \(\chi=3.0\times10^{-8}\) F/m, some 17 times the room-temperature value.

**Q:** So a larger polarization need not mean a larger \(d_{33}\)?

**A:** Not in this model. Insert \(\chi_{33}=1/(8P_s^2R)\):

\[
d_{33}=\frac{Q_{11}}{4P_sR}.
\]

On heating towards the transition, \(a_1\) rises, so both \(R\) and \(P_s\) fall and \(d_{33}\) grows, with \(Q_{11}\), \(a_{11}\) and \(a_{111}\) held fixed. A rise of 20 K from 298 K takes it from 101 to 115 pm/V, an increase of 14 %. The softer dielectric response outweighs the loss of polarization.

**Q:** You insist on constant stress. Would a permittivity measured on a held sample serve as well?

**A:** No. Suppose \(x_3\) is held at its spontaneous value while the sides remain free. Then \(s_{11}X+Q_{11}P^2=Q_{11}P_s^2\), so

\[
X=\frac{Q_{11}(P_s^2-P^2)}{s_{11}} .
\]

The stress term in \(E\) becomes \(2Q_{11}^2(P^3-P_s^2P)/s_{11}\). Its derivative at \(P_s\) is \(4Q_{11}^2P_s^2/s_{11}\), and therefore

\[
\frac1{\chi_x}=\frac1{\chi_{33}}+\frac{4Q_{11}^2P_s^2}{s_{11}} .
\]

Holding the strain stiffens the polarization. With \(s_{11}=8.3\) TPa⁻¹ the relative permittivity falls from 200 to 118. Putting that value into the formula would give 60 pm/V for a free crystal whose coefficient is 101 pm/V.

**Q:** A thin film is held by its substrate. What should I expect there?

**A:** Take a rigid substrate that fixes \(x_1=x_2\) at their spontaneous values, with the top surface free and no initial stress. The field then creates an in-plane stress \(X_1=X_2=X\). To first order,

\[
0=(s_{11}^E+s_{12}^E)X+d_{31}E,\qquad
\delta x_3=2s_{13}^EX+d_{33}E,
\]

where \(d_{31}=2Q_{12}P_s\chi_{33}\) by the same chain rule, and the superscript marks compliances at constant field. Eliminating \(X\) gives

\[
d_{33,f}=d_{33}-\frac{2d_{31}s_{13}^E}{s_{11}^E+s_{12}^E}.
\]

These compliances include the polarization's response to stress. The coupling energy \(-2Q_{12}XP^2\) adds \(-4Q_{12}XP\) to \(E\), so at fixed field \(dP/dX=4Q_{12}P_s\chi_{33}\). Differentiating \(x_1=(s_{11}+s_{12})X+Q_{12}P^2\) and \(x_3=2s_{12}X+Q_{11}P^2\) yields

\[
s_{11}^E+s_{12}^E=s_{11}+s_{12}+8Q_{12}^2P_s^2\chi_{33},
\]
\[
s_{13}^E=s_{12}+4Q_{11}Q_{12}P_s^2\chi_{33}.
\]

For \(Q_{12}=-0.045\) m⁴/C² and \(s_{12}=-2.7\) TPa⁻¹, these are 7.55 and −5.08 TPa⁻¹, and \(d_{31}=-41.4\) pm/V. Thus

\[
d_{33,f}=101.25-\frac{2(41.4)(5.08)}{7.55}\approx45.5\ \text{pm/V}.
\]

Clamping removes 55 % of the free response. A direct solution with the in-plane strains held fixed agrees.

**Q:** What if part of the crystal is polarized the other way?

**A:** Replacing \(P_s\) by \(-P_s\) leaves \(\chi_{33}\) unchanged and reverses \(d_{33}\). Let antiparallel domains stand side by side as columns, free laterally but sharing the same axial strain. Column \(i\) obeys \(\delta x_3=s_{33}^EX_i+d_iE\). The compliance \(s_{33}^E\) depends on \(P_s^2\) and is common to all columns. With no net load the average \(X_i\) vanishes, so a reversed volume fraction \(f\) gives

\[
d_{\text{mean}}=(1-2f)d_{33}.
\]

For \(f=0.1\) this is 81 pm/V. The domain walls are assumed not to move.

**Q:** And if the polar axis is slightly tilted from the field?

**A:** Let the tilt be \(\theta\), and measure strain along the field. In crystal axes \(E_1=E\sin\theta\) and \(E_3=E\cos\theta\). The strains are \(d_{31}E_3\), \(d_{33}E_3\) and the engineering shear \(x_5=d_{15}E_1\). Projecting them on the field direction gives

\[
d(\theta)=\cos\theta\,[d_{33}\cos^2\theta+(d_{31}+d_{15})\sin^2\theta].
\]

The shear strain is \(x_5=Q_{44}P_1P_3\), so \(d_{15}=Q_{44}P_s\chi_{11}\). With \(Q_{44}=0.06\) m⁴/C² and a transverse relative permittivity of about 3200, it is 440 pm/V. At 5 degrees the axial part falls to 100.1 pm/V, the other part adds 3.0, and the sum is 103 pm/V. In this model a small tilt raises the response by 1.8 %, because the crystal is soft to sideways rotation of \(\mathbf P\). The mixed sixth-order terms left out of \(G\) would change \(\chi_{11}\), and with it the size and possibly the sign of this small effect.

**Q:** How large may the field be before the linear law fails?

**A:** Expand \(E(P)\) about \(P_s\), with \(G'''\) the third derivative of \(G\) in \(P\):

\[
E=\frac{\delta P}{\chi_{33}}+\tfrac12G'''(\delta P)^2+\dots
\]

Inverting to second order gives \(\delta P=\chi_{33}E-\tfrac12G'''\chi_{33}^3E^2\). Inserting this into the strain gives

\[
\delta x_3=d_{33}E+Q_{11}\chi_{33}^2(1-P_sG'''\chi_{33})E^2+\dots
\]

The 1 comes from the square of \(\delta P\), the other term from the stiffening of the polarization. For these parameters \(P_sG'''\chi_{33}\) is about 6, so stiffening wins and the strain grows less than linearly in a field along \(P_s\). At 0.01 MV/cm the linear law predicts 0.01013 %, while the full model gives 0.009955 %, a reduction of 1.7 % relative to the linear value.

**Q:** Could the strain law itself need a further term?

**A:** Symmetry allows \(x_3=Q_{11}P^2+R_4P^4\). Differentiation gives

\[
d_{33}=2Q_{11}P_s\chi_{33}\left(1+\frac{2R_4P_s^2}{Q_{11}}\right).
\]

A quartic strain equal to 5 % of the quadratic one raises \(d_{33}\) by 10 % if \(Q_{11}\) is the true quadratic coefficient. If \(Q_{11}\) was instead obtained by dividing the whole spontaneous strain by \(P_s^2\), it already contains the extra 5 %, and the remaining error is \(1.10/1.05-1\), about 5 %.

**Q:** How does all this compare with real barium titanate?

**A:** The chosen parameters place the polarization, the transition temperature and the permittivity near those of the real crystal. A single-domain crystal has a measured \(d_{33}\) of very roughly 90 pC/N, so the model's 101 is of the right size; the parameters were not fitted. A real device may break the assumptions of one domain and free sides. In the model, a rigid substrate lowers the value by 55 %, and 10 % of fixed reversed domains lowers it by 20 %. Moving walls, defects and heating under fast drive are not included, so the result should not be applied unchanged to a ceramic.

The direction of the drive matters as well. The example's 0.01 MV/cm is about a fifth of an assumed rough breakdown field of 0.05 MV/cm, but ten times an assumed rough coercive field of 0.001 MV/cm. It may therefore be applied along \(P_s\), whereas the same field against \(P_s\) would be expected to switch the crystal. If \(\mathbf P\) is kept uniform and on its axis, the model's limit for reversal is 0.16 MV/cm, listed below as the uniform switching field. With sideways rotation allowed, the state becomes unstable slightly earlier: \(1/\chi_{11}\) vanishes at \(P^2=-a_1/a_{12}=0.043\) in SI units, where \(E(P)\) gives a reverse field of 0.155 MV/cm. The mixed sixth-order terms left out of \(G\) would shift this value and could change which limit comes first. Neither limit gives protection, since both leave out reversal by nucleation and growth of domains. The numerical output below lists the values for these cases, except the sideways limit, which follows from the condition on \(P^2\) and the equation for \(E(P)\) just used.

## Numbers as computed

```
a1 at room temperature: -3e+07 J m/C^2
a11: -6e+08 J m^5/C^4
a12: 7e+08 J m^5/C^4
a111: 8e+09 J m^9/C^6
da1/dT: 4e+05 J m/(C^2 K)
Room temperature: 298 K
Q11: 0.11 m^4/C^2
Q12: -0.045 m^4/C^2
Q44 (engineering shear): 0.06 m^4/C^2
s11 at fixed P: 8.3 1/TPa
s12 at fixed P: -2.7 1/TPa
Spontaneous polarization: 26.13 uC/cm2
Spontaneous strain x3: 0.7513 %
chi33/eps0: 198.9
Relative permittivity 33: 199.9
Relative permittivity 11: 3172
eps33: 1.77 nF/m
d33 from equilibrium strain: 101.25 pm/V
d33 = 2 Q11 Ps chi33: 101.25 pm/V
d33 = 2 Q11 Ps eps33: 101.76 pm/V
Excess from using eps33: 0.503 %
d33 from direct effect: 101.25 pC/N
d31: -41.42 pm/V
d15: 440.2 pm/V
d33 of reversed domain: -101.3 pm/V
Test b, parent not centric: 0.01 m^2/C
d33 with that b: 118.9 pm/V
Transition temperature: 401.1 K
Parent at Tc+20 K, biased: P: 2.721 uC/cm2
Parent at Tc+20 K, biased: d: 179.8 pm/V
Drive and bias field: 0.01 MV/cm
Linear strain at drive: 0.01013 %
Full strain at drive: 0.009955 %
Nonlinear change: -1.68 %
Rel. permittivity, x3 held: 117.9
Wrong d33 from held value: 60.02 pm/V
Film d33, in-plane clamped: 45.48 pm/V
Film change: -55.1 %
Tilt angle: 5 degree
d along tilted field: 103.1 pm/V
Tilt change: 1.84 %
d33, 10% reversed domains: 81 pm/V
d33 at 20 K higher: 115.1 pm/V
Change for 20 K: 13.7 %
Change, 5% quartic strain: 10 %
Uniform switching field: 0.16 MV/cm
Assumed rough coercive field: 0.001 MV/cm
Assumed rough breakdown field: 0.05 MV/cm
Drive/coercive field: 10
Drive/breakdown field: 0.2
```
